# Semiclassical and exact quantum Bloch oscillations in a tight-binding chain

**Can I ignore Bloch oscillations in copper but not in a 10 nm superlattice?**

I have to decide whether my transport calculation can use Ohm's law with a constant mobility, or whether it must follow each electron across the Brillouin zone. The structure has copper leads and a superlattice of period 10 nm. I am told that in a tight-binding chain of bandwidth \(W\) a constant field \(E\) makes an electron oscillate with period \(h/(eEa)\) and amplitude \(W/(2eE)\). I cannot see where the factor 2 comes from, whether the result survives in quantum mechanics, or how to compare it with the scattering time.

**Answer**

The decision depends on the number \(\omega_B\tau\), where \(\omega_B=eEa/\hbar\) and \(\tau\) is the mean time between collisions. I use Hartree atomic units (\(\hbar=e=m_e=1\), \(h=2\pi\)) and write \(F>0\) for the field along \(+x\). The electron has charge \(-1\), so the force is \(-F\) and the potential energy \(+Fx\). The model has one band, with spacing \(a\) and nearest-neighbour hopping \(J>0\).

### The band

The amplitudes on the sites obey \(\varepsilon c_n=-J(c_{n+1}+c_{n-1})\). Inserting \(c_n=e^{ikna}\) and dividing by \(c_n\) gives
\[ \varepsilon(k)=-J(e^{ika}+e^{-ika})=-2J\cos ka=-\tfrac{W}{2}\cos ka . \]
The energy runs from \(-2J\) to \(+2J\), so \(W=4J\). Near \(k=0\), \(\cos ka\approx1-k^2a^2/2\) gives \(\varepsilon\approx-W/2+Wa^2k^2/4\), and matching to \(k^2/2m^*\) gives \(m^*=2/(Wa^2)\).

### Semiclassical motion

The equations, which are derived for this model in the next section, are
\[ \dot k=-F,\qquad \dot x=\frac{d\varepsilon}{dk}=v_{\max}\sin ka,\qquad v_{\max}=\frac{Wa}{2}. \]
The first gives \(k(t)=k_0-Ft\). Since \(k\) and \(k-2\pi/a\) label the same state, the motion repeats when \(Ft=2\pi/a\):
\[ T_B=\frac{2\pi}{Fa}=\frac{h}{eEa},\qquad \omega_B=Fa . \]
By the chain rule \(d\varepsilon/dt=(d\varepsilon/dk)\dot k=-F\dot x\). Integrating from 0 to \(t\),
\[ x(t)-x(0)=-\frac{\varepsilon(k(t))-\varepsilon(k_0)}{F}=A\,[\cos(k_0a-\omega_Bt)-\cos k_0a],\qquad A=\frac{W}{2F}=\frac{W}{2eE}. \]
This is conservation of \(\varepsilon+Fx\). The band energy can change by at most \(W\), so the position can change by at most \(W/F\). That is the peak-to-peak swing, and the amplitude is half of it, which is your factor 2. The period and the swing used only the periodicity and the range of \(\varepsilon\), so they hold for any single band; the pure cosine needs nearest-neighbour hopping.

For \(k_0=0\) and \(\omega_Bt\ll1\), \(x\approx-A\omega_B^2t^2/2=-(Wa^2/4)Ft^2=-Ft^2/2m^*\), which is ordinary acceleration against the field. The electron turns back because \(d\varepsilon/dk\) changes sign at the zone edge.

### The exact quantum result

Define \(N=\sum_n n|n\rangle\langle n|\), so that \(x=aN\), and the shift \(S=\sum_n|n\rangle\langle n+1|\), which is unitary on an infinite chain and so commutes with \(S^\dagger\). Then
\[ H=-J(S+S^\dagger)+\omega_BN . \]
From \(NS=\sum_n n|n\rangle\langle n+1|\) and \(SN=\sum_n(n+1)|n\rangle\langle n+1|\) follows \([N,S]=-S\), and the adjoint gives \([N,S^\dagger]=S^\dagger\). The Heisenberg equation \(i\dot O=[O,H]\) yields
\[ i\dot S=\omega_B[S,N]=\omega_BS\quad\Rightarrow\quad S(t)=Se^{-i\omega_Bt}, \]
\[ i\dot N=-J(-S+S^\dagger)\quad\Rightarrow\quad\dot N=-iJ\,[S(t)-S^\dagger(t)] . \]
A Bloch state satisfies \(S\sum_ne^{ikna}|n\rangle=\sum_ne^{ik(n+1)a}|n\rangle\), so \(S\) has eigenvalue \(e^{ika}\). The first equation turns this into \(e^{i(k-Ft)a}\), which is \(\dot k=-F\). The second gives \(a\dot N=-iJa\cdot2i\sin ka=2Ja\sin ka=d\varepsilon/dk\). Both semiclassical equations are recovered.

With \(\int_0^t(-i)e^{-i\omega_Bs}ds=\beta/\omega_B\) and \(\beta=e^{-i\omega_Bt}-1\),
\[ N(t)=N+\frac{J}{\omega_B}\,(\beta S+\beta^*S^\dagger). \]
Let \(C=\langle S\rangle=\sum_nc_n^*c_{n+1}=|C|e^{ik_0a}\), where \(|C|\le1\) because \(S\) is unitary. Using \(2Ja/\omega_B=W/2F=A\),
\[ \langle x(t)\rangle-\langle x(0)\rangle=A\,\mathrm{Re}(C\beta)=A|C|\,[\cos(k_0a-\omega_Bt)-\cos k_0a]. \]
The true amplitude is \(A|C|\). The quoted \(W/(2eE)\) is an upper bound, approached by a packet narrow in \(k\). Such a packet must spread over many sites, but spread alone is not enough: the phase must also advance almost evenly from site to site.

For \(c_n\propto e^{-n^2/4\sigma^2+ik_0na}\), the identity \(n^2+(n+1)^2=2(n+\tfrac12)^2+\tfrac12\) gives
\[ |C|=e^{-1/8\sigma^2}\;\frac{\sum_ne^{-(n+1/2)^2/2\sigma^2}}{\sum_ne^{-n^2/2\sigma^2}} . \]
Poisson summation writes each sum as \(\sigma\sqrt{2\pi}\,(1\mp2e^{-2\pi^2\sigma^2}+\dots)\), with the upper sign for the shifted sum, so the ratio is 1 to very high accuracy once \(\sigma\) exceeds one site.

In the opposite limit, a start on site 0, \(C=0\) and the centre never moves. There \(N(t)|0\rangle=(J/\omega_B)(\beta|{-1}\rangle+\beta^*|1\rangle)\), and with \(|\beta|^2=4\sin^2(\omega_Bt/2)\) the squared norm is \(\langle N^2\rangle=8(J/\omega_B)^2\sin^2(\omega_Bt/2)\). The packet breathes with period \(T_B\).

The period is exact for every state. At \(t=T_B\), \(\beta=0\), so \(N(T_B)=N\) and \(S(T_B)=S\), and the propagator \(U(T_B)\) commutes with both. Commuting with the nondegenerate \(N\) makes it diagonal with entries \(u_n\), and \(US=SU\) forces \(u_n=u_{n+1}\). It is a pure phase, so all energies differ by multiples of \(2\pi/T_B=\omega_B\). Because \([H,S]=-\omega_BS\), the operator \(S\) lowers an eigenvalue by \(\omega_B\) and \(S^\dagger\) raises it, so every rung occurs. This is the Wannier–Stark ladder.

### Collisions

Assume collisions occur at random at rate \(1/\tau\), each resetting \(k\) to an equilibrium distribution even in \(k_0\). The probability \(P\) of no collision obeys \(\dot P=-P/\tau\), so a full period is completed with probability \(e^{-T_B/\tau}\). In the steady state the time \(s\) since the last collision has density \(e^{-s/\tau}/\tau\). Expanding the sine and using \(\langle\sin k_0a\rangle=0\) gives \(\langle\sin(k_0a-\omega_Bs)\rangle=-\langle\cos k_0a\rangle\sin\omega_Bs\). With \(u=s/\tau\) and \(y=\omega_B\tau\),
\[ \int_0^\infty e^{-u}\sin yu\,du=\mathrm{Im}\frac{1}{1-iy}=\frac{y}{1+y^2}, \]
\[ v_d=-v_{\max}\langle\cos k_0a\rangle\,\frac{y}{1+y^2}. \]
This is the Esaki–Tsu form. For \(y\ll1\) it is linear in the field, \(v_d=-(Wa^2/2)\langle\cos k_0a\rangle F\tau=-\langle\cos k_0a\rangle F\tau/m^*\), with relative error of order \(y^2\). The derivative \((1-y^2)/(1+y^2)^2\) vanishes at \(y=1\), the field \(F_1=1/(a\tau)\), where the drift is half the ohmic extrapolation; beyond it the current falls as the field rises. A full band has \(\langle\cos k_0a\rangle=0\) and carries nothing.

Two criteria must be kept apart. In this collision model Ohm's law fails at \(y\approx1\), but \(T_B/\tau=2\pi/y\), so \(T_B=\tau\) needs the field \(2\pi F_1\). The comparison can also be made with lengths: \(v_{\max}=A\omega_B\) gives \(A/(v_{\max}\tau)=1/y\), so \(y>1\) means that the amplitude is shorter than \(v_{\max}\tau\), the free path at the maximum speed.

For copper \(\tau\) is estimated from the resistivity. A free electron drifts at \(-F\tau\), so the current density is \(j=nF\tau\) and \(\rho=F/j=1/(n\tau)\), or \(\tau=m/(ne^2\rho)\) in SI.

### Numbers

All inputs are chosen values, roughly typical. The conversions are 1 Ha = 27.2114 eV, 1 bohr = 0.52918 Å, time unit \(2.41888\times10^{-17}\) s, field unit \(5.14221\times10^{11}\) V/m, resistivity unit \(\hbar a_0/e^2=2.174\times10^{-7}\ \Omega\,\)m.

*Superlattice.* Take \(a=100\) Å = 188.97 bohr, miniband width \(W=0.02\) eV \(=7.3499\times10^{-4}\) Ha (so \(m^*=0.0762\) for the cosine band; a real miniband of this period and width has further harmonics, and its band-edge mass can differ by tens of percent), and \(E=10^6\) V/m, \(F=1.9447\times10^{-6}\). Then
\[ Fa=1.9447\times10^{-6}\times188.97=3.6749\times10^{-4}\ \text{Ha}=0.010\ \text{eV}, \]
\[ T_B=\frac{2\pi}{3.6749\times10^{-4}}=1.7097\times10^{4}=0.4136\ \text{ps}\quad(2.418\ \text{THz}), \]
\[ A=\frac{7.3499\times10^{-4}}{2\times1.9447\times10^{-6}}=188.97\ \text{bohr}=100\ \text{Å}. \]
A cold sample with \(\tau=1\) ps \(=4.1341\times10^4\) has \(y=3.6749\times10^{-4}\times4.1341\times10^4=15.19\) and survival \(e^{-0.4136}=0.661\). A warm one with \(\tau=0.1\) ps has \(y=1.519\) and survival \(e^{-4.136}=0.016\).

*Copper.* Take a chain with \(a=2.5\) Å = 4.7243 bohr and \(W=10\) eV = 0.36749 Ha. An fcc cell of edge 3.6 Å holds four atoms with one electron each, so \(n=4/(3.6\ \text{Å})^3=0.01270\) bohr\(^{-3}\). With \(\rho=1.7\times10^{-8}\ \Omega\,\)m = 0.07820,
\[ \tau=\frac{1}{0.01270\times0.07820}=1.007\times10^3=2.43\times10^{-14}\ \text{s}. \]
A wire at \(j=10^7\) A/m² has \(E=\rho j=0.17\) V/m, \(F=3.3060\times10^{-13}\), \(Fa=1.5618\times10^{-12}\) Ha \(=4.25\times10^{-11}\) eV. Then \(T_B=2\pi/Fa=4.0229\times10^{12}=9.73\times10^{-5}\) s and \(A=0.36749/(2\times3.3060\times10^{-13})=5.558\times10^{11}\) bohr \(=2.94\times10^{11}\) Å, which is 29.4 m against a free path \(v_{\max}\tau=462\) Å.

| case | \(T_B\) (s) | \(\omega_B\tau\) | \(T_B/\tau\) |
|---|---|---|---|
| Cu, 0.17 V/m | \(9.73\times10^{-5}\) | \(1.57\times10^{-9}\) | \(4.0\times10^{9}\) |
| Cu, \(10^6\) V/m | \(1.65\times10^{-11}\) | \(9.25\times10^{-3}\) | 679 |
| superlattice, 1 ps | \(4.14\times10^{-13}\) | 15.2 | 0.414 |
| superlattice, 0.1 ps | \(4.14\times10^{-13}\) | 1.52 | 4.14 |

In the copper, use Ohm's law. The copper row at \(10^6\) V/m only compares the two materials at equal field: its ohmic heating \(E^2/\rho=5.9\times10^{19}\) W/m³ would destroy a wire. Reaching \(y=1\) would take \(F_1=1/(4.7243\times1006.6)=2.103\times10^{-4}\), or \(1.08\times10^8\) V/m, with \(j=E/2\rho=3.18\times10^{15}\) A/m² and a dissipation \(jE=3.44\times10^{23}\) W/m³, which no wire survives. In the cold superlattice \(F_1\) is \(6.58\times10^4\) V/m, lower by the product of the ratios of spacing and of scattering time, \(40.0\times41.1\approx1.64\times10^3\). The current is bounded by \(j=n|v_d|\le nv_{\max}/2\), so it also scales with the carrier density, which was not specified for the superlattice.

A constant mobility is wrong for both superlattice cases. The factor \(y/(1+y^2)\) is 0.0655 in the cold sample, where Ohm's law would put 15.2, and 0.459 in the warm one, where it would put 1.52. The warm case separates the two criteria: it is past the current peak, yet only a fraction 0.016 of the free flights last a full period, so there is negative differential conductance, while in this collision model the oscillation is damped out within about one period.

### Numerical checks

For the superlattice parameters, numerical integration of the semiclassical equations, with the velocity from finite differences of the band, gave \(T_B=17097.418\) and \(A=188.9726\) bohr, equal to the formulas. Adding a second-neighbour hopping of \(0.4J\) left the period unchanged and gave width \(4.2250J\) and swing \(4.2250J/F\). Exact evolution by diagonalizing a 201-site chain, with \(\sigma=5\) and \(k_0a=0.3\), gave a ladder spacing of 10.0000 meV, the same period, and amplitude 188.0301 bohr \(=0.995012\times188.9726\), where \(e^{-1/200}=0.995012\). Here \(A\) is one lattice period and the packet is wider than its swing, yet the centre follows the formula, as the operator solution requires. A Monte Carlo simulation of \(10^6\) free flights at \(y=1.5\) in a half-filled band, where \(\langle\cos k_0a\rangle=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\theta\,d\theta=2/\pi\), gave \(v_d/v_{\max}=-0.2944\) against \(-\frac{2}{\pi}\cdot\frac{1.5}{3.25}=-0.2938\), within statistical error.

### Where this fails

The model has no second band. At strong fields a real electron can tunnel across the gap at the zone edge instead of reflecting, and this must be checked separately against the gap to the next miniband. The sample must be longer than \(W/F\) to hold the swing of a packet's centre; in a shorter one an electron can reach the end before it turns. A state that starts on one site, or an ensemble covering all \(k_0\), extends up to \(W/F\) to either side and needs about \(2W/F\). An oscillating signal from an ensemble needs a common phase and decays with the dephasing time, which can be shorter than the mobility time.

The collision model treats collisions as instantaneous, with a rate independent of the field, which is justified when \(eEa\) and \(\hbar/\tau\) are small against \(2J\). The superlattice above has \(2J=10\) meV, \(eEa=10\) meV and \(\hbar/\tau=0.66\) meV (cold) or \(6.6\) meV (warm), so it lies at the edge of that regime: its drift factors show that Ohm's law fails, but they are not quantitative currents. The model also resets \(k\) completely. Suppose instead that only a share \(p\) of the total rate \(1/\tau\) does so, while the rest is elastic and sends \(k\) to \(+k\) or \(-k\) with equal probability, which relaxes the velocity without changing the band energy. With \(s=\langle\sin ka\rangle\), \(c=\langle\cos ka\rangle\) and equilibrium value \(c_0\), the steady state obeys \(-\omega_Bc-s/\tau=0\) and \(\omega_Bs-p(c-c_0)/\tau=0\), so
\[ v_d=v_{\max}s=-v_{\max}c_0\,\frac{y}{1+y^2/p} . \]
The current peak moves down to \(y=\sqrt p\), so a real superlattice can leave Ohm's law well before \(y=1\). Both superlattice cases above stay past the peak, and the copper wire stays ohmic unless \(p\) is extremely small. The field was also taken as uniform; in a doped superlattice negative differential conductance can split it into regions of high and low field.

The copper figures are orders of magnitude only. Copper is three-dimensional and its bands overlap. In a crystal \(k\) returns after moving by the shortest reciprocal lattice vector \(G\) parallel to the field, so \(T_B=|G|/F\) and \(a\) becomes the plane spacing \(2\pi/|G|\). The position along the field then repeats as well, by energy conservation, but the electron can drift sideways from one period to the next. For a field along no such vector, \(k\) never returns to an equivalent point. The Drude estimate also used \(m=1\), while the chain has \(m^*=0.244\). The half-filled chain's transport mass \(m^*\pi/2\) is still below 1, so using it would shorten \(\tau\). For a field along a simple crystal axis these corrections are factors of a few, set against \(\omega_B\tau\sim10^{-9}\). In any direction, \(k\) moves between collisions by only about \(F\tau\), a fraction \(2.5\times10^{-10}\) of the chain's zone width \(2\pi/a\).

## Table of computed values

```
units: Ha = 27.2114 eV, bohr = 0.52918 A
units: time = 2.41888e-17 s, field = 5.14221e+11 V/m
test SL: formula T_B = 17097.418 au, A = 188.9726 bohr
test ODE: T_B = 17097.418 au, A = 188.9726 bohr
test ODE J2=0.4J: W'/J = 4.2250, swing*F/J = 4.2250
test quantum (sigma=5 sites, k0 a=0.3): T_B = 17097.418 au, |C| = 0.995012
test quantum: amplitude = 188.0301 bohr, ladder = 10.0000 meV
test drift peak at omega*tau = 1.0000
test MC wt=1.5 half filled: v/vmax = -0.2944, formula -0.2938
== Cu chain: a = 2.5 A = 4.7243 bohr
 W = 10 eV = 3.6749e-01 Ha, J = 2.5 eV = 9.1873e-02 Ha
 v_max = 8.6808e-01 au = 1.899e+06 m/s, m* = 0.2438 m_e
 a_c = 3.6 A, n = 8.5734e+28 m^-3 = 0.01270 bohr^-3
 rho = 1.70e-08 ohm m = 0.07820 au, wire j = 1.0e+07 A/m^2
 tau = 2.4348e-14 s = 1.0066e+03 au, v_max*tau = 462.4 A
  F1 = 2.1029e-04 au = 1.0813e+08 V/m, 2pi*F1 = 6.7942e+08 V/m
  at F1 (half ohmic): j = 3.180e+15 A/m^2, jE = 3.439e+23 W/m^3
 E = 1.700e-01 V/m = 3.3060e-13 au
  Fa = 1.5618e-12 Ha = 4.2500e-11 eV
  T_B = 4.0229e+12 au = 9.7310e-05 s, 1/T_B = 1.0276e+04 Hz
  A = 5.5580e+11 bohr = 2.9412e+11 A = 2.9412e+01 m = 1.1765e+11 a
  omega*tau = 1.5721e-09, T_B/tau = 3.9966e+09, tau/T_B = 2.5021e-10
  log10 survival = -1.7357e+09, drift factor = 1.5721e-09
 E = 1.000e+06 V/m = 1.9447e-06 au
  Fa = 9.1873e-06 Ha = 2.5000e-04 eV
  T_B = 6.8390e+05 au = 1.6543e-11 s, 1/T_B = 6.0450e+10 Hz
  A = 9.4486e+04 bohr = 5.0000e+04 A = 5.0000e-06 m = 2.0000e+04 a
  omega*tau = 9.2479e-03, T_B/tau = 6.7942e+02, tau/T_B = 1.4718e-03
  log10 survival = -2.9507e+02, drift factor = 9.2471e-03
== superlattice: a = 100 A = 188.9726 bohr
 W = 0.02 eV = 7.3499e-04 Ha, J = 0.005 eV = 1.8375e-04 Ha
 v_max = 6.9446e-02 au = 1.519e+05 m/s, m* = 0.0762 m_e
 E = 1.000e+06 V/m = 1.9447e-06 au
  Fa = 3.6749e-04 Ha = 1.0000e-02 eV
  T_B = 1.7097e+04 au = 4.1357e-13 s, 1/T_B = 2.4180e+12 Hz
  A = 1.8897e+02 bohr = 1.0000e+02 A = 1.0000e-08 m = 1.0000e+00 a
 tau = 1.0000e-12 s = 4.1341e+04 au, v_max*tau = 1519.3 A
  F1 = 1.2800e-07 au = 6.5821e+04 V/m, 2pi*F1 = 4.1357e+05 V/m
  omega*tau = 1.5193e+01, T_B/tau = 4.1357e-01, tau/T_B = 2.4180e+00
  log10 survival = -1.7961e-01, drift factor = 6.5537e-02
  survival = 0.6613, F1(Cu)/F1(SL) = 1642.8
 tau = 1.0000e-13 s = 4.1341e+03 au, v_max*tau = 151.9 A
  F1 = 1.2800e-06 au = 6.5821e+05 V/m, 2pi*F1 = 4.1357e+06 V/m
  omega*tau = 1.5193e+00, T_B/tau = 4.1357e+00, tau/T_B = 2.4180e-01
  log10 survival = -1.7961e+00, drift factor = 4.5925e-01
  survival = 0.0160, F1(Cu)/F1(SL) = 164.3
ratio a(SL)/a(Cu) = 40.0, tau(SL,1 ps)/tau(Cu) = 41.1
```
